# When the Closed-Shell LYP Correlation Energy Density Turns Positive

## Problem

The Lee-Yang-Parr (LYP) correlation functional can be written with density gradients alone, without second derivatives. In this Miehlich form the correlation energy is $E_c=\int e_c\,d^3r$, with

$$
\begin{aligned}
e_c={}&-\frac{4a}{1+dx}\frac{\rho_\alpha\rho_\beta}{\rho}
-ab\,\omega\Big\{\rho_\alpha\rho_\beta\,B-\tfrac23\rho^2|\nabla\rho|^2\\
&+\big(\tfrac23\rho^2-\rho_\alpha^2\big)|\nabla\rho_\beta|^2
+\big(\tfrac23\rho^2-\rho_\beta^2\big)|\nabla\rho_\alpha|^2\Big\},
\end{aligned}
$$

$$
\begin{aligned}
B={}&2^{11/3}C_F\big(\rho_\alpha^{8/3}+\rho_\beta^{8/3}\big)+\frac{47-7\delta}{18}|\nabla\rho|^2\\
&-\Big(\frac52-\frac{\delta}{18}\Big)\big(|\nabla\rho_\alpha|^2+|\nabla\rho_\beta|^2\big)\\
&-\frac{\delta-11}{9}\Big(\frac{\rho_\alpha}{\rho}|\nabla\rho_\alpha|^2+\frac{\rho_\beta}{\rho}|\nabla\rho_\beta|^2\Big).
\end{aligned}
$$

Here $\rho=\rho_\alpha+\rho_\beta$, $x=\rho^{-1/3}$, and

$$
\omega=\frac{e^{-cx}}{1+dx}\,\rho^{-11/3},\qquad
\delta=cx+\frac{dx}{1+dx},\qquad
C_F=\frac{3}{10}(3\pi^2)^{2/3}.
$$

Hartree atomic units are used, with $a=0.04918$, $b=0.132$, $c=0.2533$ and $d=0.349$. The Wigner-Seitz radius $r_s$ and the reduced gradient $s$ are defined by

$$
\frac{4\pi}{3}r_s^3=\frac1\rho,\qquad
s=\frac{|\nabla\rho|}{2(3\pi^2)^{1/3}\rho^{4/3}} .
$$

1. For a closed shell, $\rho_\alpha=\rho_\beta=\rho/2$, find the reduced gradient $s_c(r_s)$ above which $e_c$ is positive. Discuss its limits and its smallest value.
2. Find where $e_c$ is positive for two electrons with density $\rho=(2\zeta^3/\pi)e^{-2\zeta r}$ and $\zeta=1.7$. Compare with the original LYP form, which contains $\nabla^2\rho$ and is given in the solution.
3. Decide whether a positive local value violates an exact condition on correlation. If it does not, find a density for which LYP does violate one.

## Solution

### Reduction to a closed shell

Write $g=|\nabla\rho|^2$. Each spin density has half the total gradient, so $|\nabla\rho_\alpha|^2=|\nabla\rho_\beta|^2=g/4$. The first term of $e_c$ becomes $-a\rho/(1+dx)$.

In $B$, the term without gradients is

$$
2^{11/3}C_F\cdot2\,(\rho/2)^{8/3}=2^{11/3+1-8/3}C_F\,\rho^{8/3}=4C_F\rho^{8/3}.
$$

Multiplied by $\rho_\alpha\rho_\beta=\rho^2/4$, it gives $C_F\rho^{14/3}$. The gradient terms of $B$ are

$$
g\left[\frac{47-7\delta}{18}-\frac12\Big(\frac52-\frac{\delta}{18}\Big)-\frac{\delta-11}{36}\right].
$$

The constants add to $(94-45+11)/36=5/3$. The coefficients of $\delta$ add to $-\frac{7}{18}+\frac1{36}-\frac1{36}=-\frac7{18}$. After multiplication by $\rho^2/4$ this part is

$$
\rho^2g\left(\frac5{12}-\frac{7\delta}{72}\right).
$$

The gradient terms outside $B$ give

$$
\rho^2g\left[-\frac23+2\Big(\frac23-\frac14\Big)\frac14\right]=-\frac{11}{24}\rho^2g .
$$

Since $\frac5{12}-\frac{11}{24}=-\frac1{24}=-\frac3{72}$, the whole brace is

$$
C_F\rho^{14/3}-\frac{3+7\delta}{72}\,\rho^2g .
$$

Now divide $e_c$ by $\rho$ and use $\omega\rho^{14/3}=\rho\,e^{-cx}/(1+dx)$. The energy per electron is

$$
\varepsilon_c=-\frac{a}{1+dx}\left\{1+b\,e^{-cx}\left[C_F-\frac{3+7\delta}{72}\frac{g}{\rho^{8/3}}\right]\right\}.
$$

### The critical reduced gradient

The definition of $s$ gives $g/\rho^{8/3}=4(3\pi^2)^{2/3}s^2$. Because $(3\pi^2)^{2/3}=10C_F/3$, this equals $\frac{40}{3}C_Fs^2$. With $\frac{40}{3\cdot72}=\frac5{27}$,

$$
\varepsilon_c=-\frac{a}{1+dx}\left\{1+bC_Fe^{-cx}\left[1-\frac{5}{27}(3+7\delta)s^2\right]\right\}.
$$

At fixed density, $x$ and $\delta$ are fixed. The energy is then a straight line in $s^2$ with positive slope, and it is negative at $s=0$. It therefore has one zero. Setting the outer brace to zero and dividing by $bC_Fe^{-cx}$ gives

$$
\boxed{\,s_c^2=\frac{27}{5}\,\frac{1+k\,e^{cx}}{3+7\delta},\qquad k=\frac1{bC_F},\qquad x=\Big(\frac{4\pi}{3}\Big)^{1/3}r_s\,}
$$

The energy density is positive if and only if $s>s_c(r_s)$. The same straight line can be written

$$
\varepsilon_c(r_s,s)=\varepsilon_c(r_s,0)\left(1-\frac{s^2}{s_c^2}\right).
$$

The gradient term weakens correlation, and nothing in the functional limits this weakening at large $s$. The parameter $a$ is an overall factor and does not affect the threshold.

Take $r_s=2$ bohr as an example. Then $x=3.2240$, $e^{cx}=2.2629$ and $3+7\delta=12.4226$. With $k=2.6385$,

$$
s_c^2=5.4\times\frac{1+2.6385\times2.2629}{12.4226}=3.030,\qquad s_c=1.741 .
$$

The energy per electron is $-0.0270$ hartree at $s=0$. At $s=2$ the straight line gives $-0.0270\,(1-4/3.030)=+0.0086$ hartree.

### Limits and smallest value

At high density, $x\to0$ and $\delta\to0$, so

$$
s_c^2\to\frac95(1+k),\qquad s_c\to2.559 .
$$

At low density, $dx/(1+dx)\to1$ and $\delta\to cx+1$. The exponential dominates the numerator, and

$$
s_c^2\sim\frac{27}{5}\,\frac{k\,e^{cx}}{10+7cx}.
$$

The threshold thus grows without bound, because the factor $e^{-cx}$ switches off the gradient term in a dilute density.

Between these limits there is a minimum. Differentiating the logarithm of $s_c^2$ gives

$$
\frac{d\ln s_c^2}{dx}=\underbrace{\frac{k c\,e^{cx}}{1+k\,e^{cx}}}_{L(x)}-\underbrace{\frac{7\delta'}{3+7\delta}}_{R(x)},\qquad
\delta'=c+\frac{d}{(1+dx)^2}.
$$

$L$ rises with $x$ and stays below $c$. $R$ falls, because $\delta'$ is positive and decreasing while $\delta$ increases. At $x=0$, $R=\frac73(c+d)>c>L$. At large $x$, $R\to0$ while $L\to c$. The curves cross once, so $s_c$ has a single minimum:

$$
s_c^{\min}=1.734\quad\text{at}\quad r_s=1.71\ \text{bohr}.
$$

| $r_s$ (bohr) | $s_c$ |
|---:|---:|
| 0.1 | 2.352 |
| 0.5 | 1.958 |
| 1 | 1.790 |
| 2 | 1.741 |
| 3 | 1.837 |
| 5 | 2.264 |
| 10 | 4.762 |

A closed-shell density with $s<1.73$ everywhere therefore has a negative Miehlich energy density everywhere. The closed-shell condition matters. For full polarization, $\rho_\beta=0$, every term with $\rho_\alpha\rho_\beta$ vanishes and the remaining terms $-\frac23\rho^2|\nabla\rho|^2+\frac23\rho^2|\nabla\rho_\alpha|^2$ cancel. Then $e_c$ is zero for every $s$ and there is no threshold.

### Two electrons in an exponential orbital

For $\rho=(2\zeta^3/\pi)e^{-2\zeta r}$ we have $|\nabla\rho|=2\zeta\rho$, and hence

$$
s=\frac{\zeta\rho^{-1/3}}{(3\pi^2)^{1/3}}=\frac{\zeta x}{(3\pi^2)^{1/3}} .
$$

Going outward, $s$ grows in proportion to $x$. It can overtake $s_c$ at moderate density, but far out the exponential growth of $s_c$ must win. The positive region is then a shell rather than the whole tail. For $\zeta=1.7$ the signs change at two radii:

- inner radius $1.352$ bohr, where $r_s=1.963$ bohr and $s=1.739$;
- outer radius $3.231$ bohr, where $r_s=16.52$ bohr and $s=14.63$.

The region inside the shell contributes $-0.04989$ hartree and the shell contributes $+0.00595$ hartree. The region beyond it contributes only $-5\times10^{-6}$ hartree. The total is $-0.04395$ hartree, so the positive shell cancels about 12% of the inner contribution.

### The local sign depends on the form

The original closed-shell LYP energy density is

$$
\tilde e_c=-\frac{a}{1+dx}\left\{\rho+b\rho^{-2/3}e^{-cx}\left[C_F\rho^{5/3}-2t_W+\frac{t_W}{9}+\frac{\nabla^2\rho}{18}\right]\right\},
$$

with $t_W=\frac18(g/\rho-\nabla^2\rho)$. Since $-2+\frac19=-\frac{17}9$, the derivative terms in the square bracket are

$$
-\frac{17}{72}\frac g\rho+\Big(\frac{17}{72}+\frac4{72}\Big)\nabla^2\rho
=-\frac{17}{72}\frac g\rho+\frac{21}{72}\nabla^2\rho .
$$

They are multiplied by $-ab\,G$, where $G(\rho)=\rho^{-2/3}e^{-cx}/(1+dx)$. From $dx/d\rho=-x/(3\rho)$, where $dx/d\rho$ denotes the derivative of $x$,

$$
\frac{G'}{G}=-\frac{2}{3\rho}+\frac{x}{3\rho}\left(c+\frac{d}{1+dx}\right)=\frac{\delta-2}{3\rho}.
$$

The identity $G\nabla^2\rho=\nabla\cdot(G\nabla\rho)-G'g$ replaces the Laplacian by a gradient term and a divergence. The gradient terms become

$$
G\frac g\rho\left[-\frac{17}{72}-\frac{21}{72}\,\frac{\delta-2}{3}\right]
=G\frac g\rho\,\frac{-17-7\delta+14}{72}
=-\frac{3+7\delta}{72}\,G\frac g\rho ,
$$

which is the Miehlich result. The two energy densities differ by $-\frac{21}{72}ab\,\nabla\cdot(G\nabla\rho)$. For the exponential density its integral vanishes. At large $r$ the factor $e^{-cx}$ suppresses the surface term, and on a small sphere around the origin the area goes to zero while $G\nabla\rho$ stays finite.

Numerically, both forms give $-0.04395$ hartree, but their signs are distributed differently. On the radii scanned, up to 8 bohr, the Laplacian form is positive only below $r=0.092$ bohr. The reason is the cusp: $\nabla^2\rho=(4\zeta^2-4\zeta/r)\rho$ tends to $-\infty$ at the origin, and it enters $\tilde e_c$ with a negative prefactor. At the middle of the Miehlich form's positive shell, the Laplacian form is negative.

### What is an exact condition

The exact condition concerns the total. Let $\Phi$ be the Kohn-Sham determinant, the one of least kinetic energy among determinants with the given spin densities. Then

$$
E_c[\rho]=\min_{\Psi\to\rho}\langle\Psi|\hat T+\hat V_{ee}|\Psi\rangle-\langle\Phi|\hat T+\hat V_{ee}|\Phi\rangle\le0,
$$

where $\Psi$ runs over all wavefunctions with the same spin densities. The inequality holds because $\Phi$ is one of the allowed $\Psi$. No such argument fixes the sign of an energy density, to which a divergence may be added. Local nonpositivity is sufficient for $E_c\le0$, but it is not necessary. Crossing $s_c$ at some points is therefore a property of the Miehlich form and not in itself an error of LYP.

### A density with positive total LYP correlation

A genuine violation needs a positive integral. Consider a periodic box containing a whole number of periods of

$$
\rho(z)=n_0(1+A\cos qz),\qquad 0<A<1 .
$$

Closed-shell determinants with this density exist. Define $u(z)=\int_0^z\rho(z')\,dz'/n_0$ and doubly occupy orbitals

$$
\phi_{\mathbf k}=\sqrt{\rho/N}\;e^{i[k_xX+k_yY+k_zu(z)]},
$$

where $X,Y$ are the transverse coordinates, $N$ is the electron number and $\mathbf k$ runs over different wavevectors of the box. Because $\rho\,dz=n_0\,du$ and $u$ covers the box length once, the orbitals are orthonormal like plane waves. Each has density $\rho/N$, so $N$ electrons give $\rho$. The condition $E_c\le0$ applies.

Let angle brackets denote the average over the phase $\theta=qz$. Since $g=q^2n_0^2A^2\sin^2\theta$, the LYP energy per electron is $\bar\varepsilon_c=-I_0+q^2I_1$, with

$$
\begin{aligned}
I_0&=\frac{a}{n_0}\left\langle\frac{\rho}{1+dx}\big(1+bC_Fe^{-cx}\big)\right\rangle,\\
I_1&=\frac{ab}{72n_0}\left\langle\frac{(3+7\delta)\,e^{-cx}}{1+dx}\,\frac{n_0^2A^2\sin^2\theta}{\rho^{5/3}}\right\rangle .
\end{aligned}
$$

Both are positive and independent of $q$. The total is therefore positive for every $q>q_c=\sqrt{I_0/I_1}$. The divergence term integrates to zero over a period, so this conclusion is the same for both forms.

For $A=0.5$ and $n_0$ corresponding to $r_s=2$ bohr, $I_0=0.02742$ hartree and $I_1=3.395\times10^{-4}$ hartree bohr². Hence

$$
q_c=\sqrt{\frac{0.02742}{3.395\times10^{-4}}}=8.99\ \text{bohr}^{-1},
$$

or 9.4 times the Fermi wavevector of the mean density. At $q_c$ the largest local $s$ is 3.01. The local $r_s$ lies between 1.75 and 2.52 bohr, where $s_c$ is below its value 1.837 at $r_s=3$. The local threshold must be crossed somewhere before the total changes sign, because $s$ vanishes at the crests and troughs, where the Miehlich energy density stays negative. The Laplacian form distributes the sign differently: at $q_c$ it is positive at the crests, where $\nabla^2\rho$ is most negative. At $q=1.2\,q_c$,

$$
\bar\varepsilon_c=I_0(1.2^2-1)=0.44\times0.02742=+0.0121\ \text{hartree per electron},
$$

which violates the exact condition. For this amplitude and mean density the violation requires very rapid density variation ($q_c$ depends on both $A$ and $n_0$), whereas the two-electron density above has a positive shell and still a negative total.

The numerical check finds the threshold by root search in the unreduced spin-resolved expression and in libxc, and compares the totals of the two forms for both densities.

## Computed values

```
LYP a, b, c, d (a.u.): 0.04918, 0.132, 0.2533, 0.349
CF (a.u.): 2.871234
1/(b CF) (dimensionless): 2.638502
rs (bohr), x (bohr), delta, s_c (dimensionless):
    0.1    0.1612   0.0941    2.3521
    0.5    0.8060   0.4237    1.9581
    1.0    1.6120   0.7684    1.7896
    2.0    3.2240   1.3461    1.7407
    3.0    4.8360   1.8529    1.8371
    5.0    8.0600   2.7793    2.2645
   10.0   16.1199   4.9323    4.7615
s_c in the limit rs -> 0: 2.5592
minimum of s_c: 1.7341 at rs = 1.7065 bohr
rs=2: density (bohr^-3): 0.029842
rs=2: exp(c x): 2.2629
rs=2: 3 + 7 delta: 12.4226
rs=2: s_c squared: 3.0301
rs=2, s=0: energy per electron (hartree): -0.027018
rs=2, s=1: energy per electron (hartree): -0.018101
rs=2, s=2: energy per electron (hartree): 0.008648
orbital exponent (1/bohr): 1.7
inner radius of positive shell (bohr): 1.3520
  there rs (bohr) = 1.9634, s = 1.7392
outer radius of positive shell (bohr): 3.2311
  there rs (bohr) = 16.5161, s = 14.6300
E_c inside the shell's inner radius (hartree): -0.049895
E_c from the positive shell (hartree): 0.005949
E_c beyond the outer radius (hartree): -4.970e-06
E_c total, Miehlich form (hartree): -0.043951
E_c total, Laplacian form (hartree): -0.043951
Laplacian form positive only below r (bohr): 0.0919
periodic density: mean rs (bohr) 2.0, amplitude 0.5
periodic: kF of mean density (1/bohr): 0.9596
periodic: I0 (hartree per electron): 0.027419
periodic: I1 (hartree bohr^2 per electron): 3.394966e-04
periodic: q_c (1/bohr): 8.9869
periodic: q_c / kF: 9.3655
periodic: largest s at q_c: 3.0138
periodic: E_c per electron at 1.2 q_c (hartree): 0.012064
```
